# Trap depth from the bias slope of capture and emission times

## Question

I have an exercise on random switching of a single trap in the gate dielectric of an n-channel transistor. The trap captures an electron after a mean time \(\tau_c\) and emits it after a mean time \(\tau_e\). At 300 K, the logarithm of \(\tau_c/\tau_e\) changes by \(-10\) per volt of gate voltage "at fixed surface potential". I am asked for the depth of the trap as a fraction of the dielectric thickness.

I am stuck at the start. Capture and emission are multiphonon processes, so each rate should depend on the lattice relaxation energy, on the vibrational frequencies and on a tunnelling factor. I know none of these. How can one slope give a depth? I also don't see how the surface potential can stay fixed while the gate voltage changes, or whether the answer survives in a high-k stack with two layers.

## Answer

The unknown rate factors cancel in the ratio of the two times. What remains is the energy of the trap relative to the channel Fermi level, and the gate moves that energy by an amount set by the trap's position.

I use volts, electronvolts and nanometres, which suit this problem better than atomic units. The elementary charge is \(q>0\), and \(\theta=k_BT/q\) is the thermal voltage. I take "logarithm" to mean the natural one, and write

\[
r=\ln\frac{\tau_c}{\tau_e}.
\]

### Why the multiphonon details cancel

Assume that the trap has two charge states, empty and filled, that it exchanges electrons with the channel alone, and that its vibrations reach thermal equilibrium between transitions. The electronic coupling is weak enough for the golden rule.

Let the empty trap have vibrational levels \(\epsilon_{0m}\) and the filled trap levels \(\epsilon_{1n}\), the latter including the electronic energy of the trapped electron. The thermal weights are

\[
p_{0m}=\frac{e^{-\epsilon_{0m}/k_BT}}{Z_0},\qquad
p_{1n}=\frac{e^{-\epsilon_{1n}/k_BT}}{Z_1},
\]

where \(Z_0\) and \(Z_1\) are the sums of the numerators. For a band state of energy \(E\), the capture and emission rates are

\[
w_c(E)=\frac{2\pi}{\hbar}\sum_{mn}p_{0m}|M_{mn}(E)|^2\,\delta(\epsilon_{0m}+E-\epsilon_{1n}),
\]

\[
w_e(E)=\frac{2\pi}{\hbar}\sum_{mn}p_{1n}|M_{mn}(E)|^2\,\delta(\epsilon_{0m}+E-\epsilon_{1n}).
\]

The matrix element \(M_{mn}\) contains both the tunnelling amplitude and the vibrational overlap. Its squared modulus is the same in both directions. The delta function enforces \(\epsilon_{1n}=\epsilon_{0m}+E\), so every contributing pair of levels has

\[
\frac{p_{1n}}{p_{0m}}=\frac{Z_0}{Z_1}e^{-(\epsilon_{1n}-\epsilon_{0m})/k_BT}
=\frac{Z_0}{Z_1}e^{-E/k_BT}.
\]

This factor does not depend on \(m\) or \(n\) and can be taken out of the sum:

\[
w_e(E)=\frac{Z_0}{Z_1}e^{-E/k_BT}\,w_c(E).
\]

Now sum over the band. Let \(D(E)\) be the density of states per spin and \(f(E)\) the Fermi function with channel Fermi level \(E_F\). An empty trap without spin can accept an electron of either spin, while a trapped electron leaves with the spin it has. Therefore

\[
\frac1{\tau_c}=2\int D f\,w_c\,dE,\qquad
\frac1{\tau_e}=\int D(1-f)\,w_e\,dE .
\]

The Fermi function obeys \(1-f=f\,e^{(E-E_F)/k_BT}\). In the emission integral the two exponentials of \(E\) cancel:

\[
\frac1{\tau_e}=\frac{Z_0}{Z_1}e^{-E_F/k_BT}\int D f\,w_c\,dE
=\frac{Z_0}{2Z_1}e^{-E_F/k_BT}\,\frac1{\tau_c}.
\]

Define the trap level as a free-energy difference,

\[
E_T=-k_BT\ln\frac{2Z_1}{Z_0}.
\]

Then \(Z_0/(2Z_1)=e^{E_T/k_BT}\), and

\[
\frac{\tau_c}{\tau_e}=e^{(E_T-E_F)/k_BT},\qquad
r=\frac{E_T-E_F}{k_BT}.
\]

A trap level above the Fermi level makes capture slower than emission, as it should. The spin factor and the vibrational partition functions shift \(E_T\), but they add nothing to the slope if the gate field leaves the vibrational frequencies and degeneracies unchanged. I assume that it does. I also neglect the force of the field on charged atoms that move when the trap fills. In a uniform dielectric, an atom of charge \(\pm q\) that moves by a distance \(d\) along the field would change the inferred depth by about \(d\).

### How the gate moves the trap level

Let \(x\) be the distance from the channel interface and \(t\) the dielectric thickness. The electrostatic potential is zero deep in the semiconductor, \(\psi_s\) at its surface, and \(\psi_s+V_{ox}\) at the gate side of the dielectric. The channel is in equilibrium with the semiconductor bulk, so \(E_F\) is a fixed reference.

Consider a small change of bias, with all other charge in the dielectric held fixed. The change \(\delta\phi\) of the potential then obeys Poisson's equation without a source:

\[
\frac{d}{dx}\left(\varepsilon\frac{d\,\delta\phi}{dx}\right)=0
\quad\Longrightarrow\quad
\frac{d\,\delta\phi}{dx}=\frac{C}{\varepsilon(x)} .
\]

The constant \(C\) follows from the total change \(\delta V_{ox}\) across the dielectric. Integration from the interface gives

\[
\delta\phi(x)=\delta\psi_s+\lambda\,\delta V_{ox},\qquad
\lambda=\frac{\int_0^x dx'/\varepsilon(x')}{\int_0^t dx'/\varepsilon(x')} .
\]

Thus \(\lambda\) is the fraction of the dielectric voltage change that falls between channel and trap. For uniform permittivity, \(\lambda=x/t\).

An electron has energy \(-q\phi\), so \(\delta E_T=-q(\delta\psi_s+\lambda\,\delta V_{ox})\). The gate voltage is \(V_G=\text{const}+\psi_s+V_{ox}\). At fixed surface potential, \(\delta\psi_s=0\) and \(\delta V_{ox}=\delta V_G\). Hence

\[
\frac{dr}{dV_G}=-\frac{\lambda}{\theta},\qquad
\lambda=\theta\left|\frac{dr}{dV_G}\right| .
\]

### The number

At 300 K, \(\theta=0.025852\) V, so

\[
\lambda=0.025852\ \text{V}\times10\ \text{V}^{-1}=0.2585 .
\]

For a uniform dielectric the trap lies at 26 percent of the thickness, counted from the channel. If the dielectric is 4.0 nm thick, the depth is \(0.2585\times4.0=1.03\) nm, or 19.5 bohr.

The limits help to judge a measured slope. A trap at the channel interface has \(\lambda=0\) and no slope. A trap at the gate side has \(\lambda=1\) and a slope of \(-1/\theta\), about \(-39\) per volt. A steeper slope cannot be explained by this model. Since \(\lambda\) is proportional to both temperature and slope, a 5 percent relative error in either one is a 5 percent relative error in \(\lambda\). The same holds for the depth if the dielectric is uniform and \(\psi_s\) is fixed.

The base of the logarithm matters. If the \(-10\) per volt referred to \(\log_{10}(\tau_c/\tau_e)\), then \(r=\ln 10\,\log_{10}(\tau_c/\tau_e)\) would make the natural slope larger by \(\ln10\), and the fraction would be 0.595.

The slope also tells how sharply the trap fills with bias, which matters for bias instability. In the steady state, captures and emissions balance, so the filled probability \(P\) obeys \((1-P)/\tau_c=P/\tau_e\), or

\[
P=\frac{1}{1+\tau_c/\tau_e}=\frac1{1+e^{r}} .
\]

It rises from 10 to 90 percent while \(r\) falls from \(\ln9\) to \(-\ln9\). At ten per volt this takes \(2\ln9/10\approx0.44\) V.

### What the separate times do

The cancellation holds for the ratio, not for either time alone. A classical picture shows why. Take two parabolas of equal curvature \(k\), displaced by \(Q_0\), with relaxation energy \(E_R=\tfrac12kQ_0^2\). Let \(\Delta\) be the minimum of the filled-trap curve minus that of the curve for the empty trap plus a band electron. The curves cross where

\[
\tfrac12kQ^2=\tfrac12k(Q-Q_0)^2+\Delta
\quad\Longrightarrow\quad kQQ_0=E_R+\Delta .
\]

The capture barrier is the height of the crossing above the first minimum, and the emission barrier is smaller by \(\Delta\):

\[
B_c=\tfrac12kQ^2=\frac{(E_R+\Delta)^2}{4E_R},\qquad
B_e=B_c-\Delta=\frac{(E_R-\Delta)^2}{4E_R}.
\]

Their derivatives are

\[
\frac{dB_c}{d\Delta}=\frac12\left(1+\frac{\Delta}{E_R}\right),\qquad
\frac{dB_e}{d\Delta}=-\frac12\left(1-\frac{\Delta}{E_R}\right).
\]

For \(\Delta\neq0\) each depends on \(E_R\), but their difference is always 1. The bias shift is therefore divided between capture and emission in a way that depends on the relaxation energy.

A quantum example shows the size of the effect. I put a trap at 1.03 nm in the uniform 4.0 nm dielectric and gave it one vibrational mode, with a quantum of 0.050 eV when empty and 0.045 eV when filled. The filled-trap minimum lies 0.40 eV above the Fermi level at zero dielectric voltage, and the band edge 0.05 eV below the Fermi level. The overlaps come from numerical diagonalization of the displaced oscillator. The rates are explicit sums over vibrational levels, with a square-root density of states and a semiclassical tunnelling factor for a free-electron mass and a barrier 3.0 eV above the Fermi level, tilted by the field.

As the dielectric voltage rises from 0.5 to 1.5 V, two choices of the relaxation energy after capture give:

- For 0.729 eV, \(\ln\tau_c\) changes by \(-6.11\) and \(\ln\tau_e\) by \(+3.89\).
- For 0.324 eV, \(\ln\tau_c\) changes by \(-6.55\) and \(\ln\tau_e\) by \(+3.45\).

In both cases the difference is \(-10.00\). The separate changes are totals over the whole voltage range, across which the local slopes vary. They include about \(-0.3\) and \(-0.2\) from the tilting tunnel barrier, which shortens both times by the same factor. Using the capture time alone in the depth formula would give \(0.025852\times6.11=0.16\) in the first case and 0.17 in the second, instead of 0.26. The depth requires the ratio, obtained from both times or from the filled probability \(P\).

For this mode the trap level can be written down. With \(\Delta_0\) the difference of the potential minima and \(\omega_0,\omega_1\) the frequencies of the empty and filled trap, the oscillator partition functions are

\[
Z_0=\frac{1}{2\sinh(\hbar\omega_0/2k_BT)},\qquad
Z_1=\frac{e^{-\Delta_0/k_BT}}{2\sinh(\hbar\omega_1/2k_BT)} .
\]

Inserting them into the definition of \(E_T\) gives

\[
E_T=\Delta_0+k_BT\ln\frac{\sinh(\hbar\omega_1/2k_BT)}{\sinh(\hbar\omega_0/2k_BT)}-k_BT\ln2 .
\]

The last two terms amount to \(-0.021\) eV here. They change the bias at which \(\tau_c=\tau_e\), but not the slope.

### A two-layer stack

In a stack, 0.2585 is still the voltage fraction, but no longer the thickness fraction. Take 1.0 nm of relative permittivity 4 next to the channel, followed by 3.0 nm of relative permittivity 20. With relative permittivities, the integral over the whole stack is

\[
\frac{1.0}{4}+\frac{3.0}{20}=0.25+0.15=0.40\ \text{nm}.
\]

The part between channel and trap must be \(0.2585\times0.40=0.1034\) nm. This is less than the 0.25 nm of the first layer, so the trap lies inside that layer, at

\[
x=4\times0.1034\ \text{nm}=0.414\ \text{nm}.
\]

That is 10 percent of the physical thickness, not 26 percent. Conversely, a trap at 1.034 nm in this stack sits just beyond the internal interface and has

\[
\lambda=\frac{0.25+0.034/20}{0.40}=0.629,
\]

with a slope of \(-0.629/0.025852\approx-24\) per volt. The thin layer of low permittivity takes most of the voltage. The same slope thus points to different places in different stacks, and the layer data are needed to convert it.

### Can the surface potential stay fixed?

Not strictly. By Gauss's law, a larger dielectric field needs more charge in the semiconductor, and this requires a larger \(\psi_s\). Let \(s=d\psi_s/dV_G\). Then \(dV_{ox}/dV_G=1-s\), and the general slope is

\[
\frac{dr}{dV_G}=-\frac{s+\lambda(1-s)}{\theta} .
\]

Write \(\lambda_0=\theta|dr/dV_G|\) for the fraction inferred at fixed \(\psi_s\). Solving \(\lambda_0=s+\lambda(1-s)\) gives

\[
\lambda=\frac{\lambda_0-s}{1-s}.
\]

To find \(s\), let \(Q_s\) be the magnitude of the semiconductor charge per area and \(C_{ox}\) the dielectric capacitance per area. Without other dielectric charge, \(V_{ox}=Q_s/C_{ox}\). Differentiating \(V_G=\text{const}+\psi_s+Q_s/C_{ox}\) with respect to \(\psi_s\), with \(C_s=dQ_s/d\psi_s\), gives

\[
\frac1s=1+\frac{C_s}{C_{ox}},\qquad s=\frac{C_{ox}}{C_{ox}+C_s}.
\]

In strong inversion, keep the electrons alone and give them Boltzmann statistics. With \(z\) the distance into the semiconductor and \(n_s\) the surface density, Poisson's equation is

\[
\frac{d^2\psi}{dz^2}=\frac{q n_s}{\varepsilon_s}e^{(\psi-\psi_s)/\theta}.
\]

Multiply by \(d\psi/dz\) and integrate from the bulk to the surface, where the field is \(F_s\):

\[
\tfrac12F_s^2=\frac{q\theta n_s}{\varepsilon_s}.
\]

Since \(n_s\propto e^{\psi_s/\theta}\), the charge \(Q_s=\varepsilon_sF_s\) grows as \(e^{\psi_s/2\theta}\). Therefore \(C_s=Q_s/2\theta=C_{ox}V_{ox}/2\theta\), and

\[
s\approx\frac{2\theta}{V_{ox}+2\theta}.
\]

For classical Boltzmann electrons that dominate the semiconductor charge, the surface potential is nearly fixed when the dielectric voltage is much larger than \(2\theta\), about 0.05 V. With a thin dielectric, such voltages make the channel degenerate and quantum confined, and \(s\) then stays well above this estimate, as shown below. Where the charge of the ionized acceptors dominates, this criterion does not apply.

For a definite case, take the uniform 4.0 nm dielectric with relative permittivity 10, on a semiconductor with relative permittivity 12, acceptor density \(N_A=10^{17}\ \text{cm}^{-3}\) and intrinsic density \(n_i=10^{10}\ \text{cm}^{-3}\). The same integration, now with holes and ionized acceptors included, gives for \(u=\psi_s/\theta\)

\[
F_s^2=\frac{2qN_A\theta}{\varepsilon_s}\left[e^{-u}+u-1+\frac{n_i^2}{N_A^2}\left(e^u-u-1\right)\right].
\]

At 2.0 V above flat band, solving \(\psi_s+\varepsilon_sF_s/C_{ox}=2.0\) V numerically yields \(\psi_s=1.053\) V and \(V_{ox}=0.947\) V. The capacitive divider then gives \(s=0.0522\), close to the strong-inversion estimate of 0.0518. The corrected fraction is

\[
\lambda=\frac{0.2585-0.0522}{1-0.0522}=0.218,
\]

which means a depth of 0.87 nm instead of 1.03 nm. A surface potential that takes 5 percent of the gate voltage change has lowered the inferred depth by 16 percent relative to the uncorrected value. The reason is that \(\psi_s\) moves the trap level by its full amount, while \(V_{ox}\) moves it by the fraction \(\lambda\). A trap that really sits at 0.2585 would show a slope of \(-11.5\) per volt at this bias.

This correction is too small for a real device. The surface density here is \((n_i^2/N_A)e^{\psi_s/\theta}\approx5\times10^{20}\ \text{cm}^{-3}\), too high for Boltzmann statistics if the band mass is near the free-electron mass. The direction of the error can be found within the same semiclassical picture. For general statistics, the integration gives \(\tfrac12\varepsilon_sF_s^2=p_s\), where \(p_s\) is the electron gas pressure at the surface, and \(C_s=qn_s/F_s\). At given charge, \(F_s\) and \(p_s\) are given. A degenerate gas has \(p_s>n_sk_BT\), so \(n_s\) and \(C_s\) are smaller and \(s\) is larger. At given gate voltage the charge is smaller too, because a degenerate gas needs a larger \(\psi_s\) to hold the same charge. In a parabolic band \(n_s\) grows with \(p_s\) at least as fast as \(p_s^{3/5}\), so \(C_s\propto n_s/\sqrt{p_s}\) falls when the charge falls, and this raises \(s\) further. Degeneracy therefore moves the inferred trap still closer to the channel. With Fermi-Dirac statistics and a free-electron band mass, the same case gives \(s\approx0.11\) and \(\lambda\approx0.16\). Quantum confinement raises \(s\) further. Integrating Poisson's equation twice shows that an added charge \(\delta Q_s\) with centroid at depth \(\bar z\) changes the surface potential by \(\delta Q_s\,\bar z/\varepsilon_s\), so \(C_s=\varepsilon_s/\bar z\). For \(\bar z=1\) nm this gives \(s=2.5/(2.5+12)=0.17\) and \(\lambda\approx0.10\). A self-consistent Schrödinger-Poisson solution with the valley masses of silicon (100) and a hard wall at the interface gives \(s\approx0.21\) and \(\lambda\approx0.06\) at this bias. The moving surface potential can thus supply most of the measured slope. For real data, take \(s\) from a calculation or measurement suited to the device.

### What the sign tells you

Suppose the trap exchanges electrons with the gate alone. The rate argument is unchanged, but the reference is now the gate Fermi level, which falls by \(q\,\delta V_G\). At fixed \(\psi_s\),

\[
\delta(E_T-E_{F,\text{gate}})=-q\lambda\,\delta V_G+q\,\delta V_G,
\qquad
\frac{dr}{dV_G}=+\frac{1-\lambda}{\theta}.
\]

For \(\lambda=0.2585\) this is \(+28.7\) per volt. The negative slope in your exercise therefore excludes exchange with the gate alone and fits exchange with the channel.

If both electrodes take part, their rates add. Let \(a\) be the fraction of the total capture rate that comes from the channel. Then

\[
\frac{\tau_c}{\tau_e}=a\,e^{(E_T-E_F)/k_BT}+(1-a)\,e^{(E_T-E_{F,\text{gate}})/k_BT}.
\]

Since \(a\) depends on the unknown rates and in general on bias, the cancellation is lost and the slope alone no longer gives the depth. The derivation also does not cover a trap that passes through a long-lived intermediate state, because it assumed two states with one capture and one emission rate.

For the exercise as set, with a uniform dielectric, natural logarithm, channel exchange and fixed \(\psi_s\), the answer is 26 percent of the thickness from the channel.
